\section*{Blocked-End Stress and the Inverse-Square Current Law for Void Nucleation, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the atomic flux to the stress at a blocked end}

\textbf{Q.} A current sweeps atoms along a metal line. The atomic flux should be proportional to the current density, so the time needed to start damage should vary as the inverse of the current density. Why expect any other power?

\textbf{A.} The inverse first power would follow if damage began once a fixed number of atoms had left the end. The criterion used here is different: a void nucleates when the tension at the end reaches a critical value. Tension depends on the fraction of atoms missing locally, and hence on how far the loss has spread as well as on how many atoms have gone. We therefore need an equation for the spreading.

Let $x$ run along a straight line of metal from its cathode end, $x=0$, in the direction of electron flow. Let $j$ be the magnitude of the current density and $\rho$ the resistivity, so that the electric field has magnitude $\rho j$. We treat a metal in which the net electrical force on an atom points along the electron flow, and write its magnitude as
\begin{equation}
F=Ze\rho j ,
\end{equation}
where $e$ is the elementary charge and $Z>0$ is the magnitude of the effective charge number. This defines $Z$; it is not the ionic valence. For short we call $F$ the wind force, although it is the net of the push by the scattered electrons and the direct force of the field on the ion. The end $x=0$ is blocked: electrons cross it, but atoms do not.

\textbf{Q.} A force does not by itself give a velocity. Atoms in a crystal sit in wells and hop.

\textbf{A.} Consider hops of length $a$ along $x$, with rate $\Gamma$ in each direction when no force acts. The mean squared displacement per unit time is $2\Gamma a^2$. In one dimension it is also $2D$, so $D=\Gamma a^2$. A force $f$ lowers the forward barrier by $fa/2$ and raises the backward barrier by the same amount. With $b=fa/(k_BT)$, the drift velocity is
\begin{equation}
v=a\Gamma\left(e^{b/2}-e^{-b/2}\right)=2a\Gamma\sinh\frac b2
\simeq a\Gamma b=\frac{D f}{k_BT}.
\end{equation}
The approximation requires $b\ll1$. Here $D$ is the diffusivity averaged over all atoms, so it already contains the small chance that an atom has a vacancy beside it. With one atom per volume $\Omega$, the flux is $J=v/\Omega$.

\textbf{Q.} Which force belongs in $f$? If it is just $F$, stress never enters the motion.

\textbf{A.} Stress enters through the chemical potential. Count tension as positive stress $\sigma$. Adding an atom to the solid enlarges it by $\Omega$. If the solid is under tension, its surroundings pull the boundary outward during this enlargement and do work $\sigma\Omega$. The free energy needed to add the atom is lowered by that amount:
\begin{equation}
\mu=\mu_0-\Omega\sigma .
\end{equation}
This is the leading term; elastic energy, quadratic in $\sigma$, is neglected. The force due to stress is $-\partial\mu/\partial x=+\Omega\,\partial\sigma/\partial x$, which drives atoms towards greater tension. Hence
\begin{equation}
J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\label{eq:flux}
\end{equation}
We use one scalar stress, averaged over the cross-section, and assume that vacancies stay in local equilibrium with the places where lattice atoms are added or removed.

\textbf{Q.} You still have two unknowns, the stress and the number of atoms.

\textbf{A.} They are tied together by confinement. Let $C$ be the number of lattice atoms per unit volume of the space allotted to the line. Atom conservation gives
\begin{equation}
\frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x}.
\end{equation}
If $C$ changes by $dC$, the unstressed volume of the atoms changes by the fraction $\Omega\,dC$. The surroundings hold the metal to nearly its former volume, so a loss, $dC<0$, must be made up by stretching:
\begin{equation}
d\sigma=-B\Omega\,dC .
\label{eq:elastic}
\end{equation}
The effective modulus $B$ includes the compliance of the surroundings. Equation~\eqref{eq:elastic} assumes linear elasticity and neglects the atoms whose loss is stored merely as additional vacancies. Combining it with conservation and the flux,
\begin{align}
\frac{\partial\sigma}{\partial t}
&=-B\Omega\frac{\partial C}{\partial t}
=B\Omega\frac{\partial J}{\partial x}\notag\\
&=\frac{\partial}{\partial x}\left[\frac{DB\Omega}{k_BT}
\left(\frac{\partial\sigma}{\partial x}+\frac F\Omega\right)\right].
\end{align}
In the last line one factor $\Omega$ was taken out of the bracket in Eq.~\eqref{eq:flux}; it cancels the $\Omega$ in the denominator there. With
\begin{equation}
\kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{Ze\rho j}{\Omega},
\end{equation}
this is Korhonen's equation,
\begin{equation}
\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right].
\label{eq:korhonen}
\end{equation}
The unit of $\kappa$ is that of a diffusivity, since $B\Omega/(k_BT)$ is a pure number. That number is large for a stiff solid: removing a small fraction of the atoms changes the stress greatly, so stress spreads faster than labelled atoms do. The quantity $G$ is a stress gradient. A gradient $-G$ would hold the atoms still against the wind force.

\textbf{Q.} Suppose $\kappa$ and $G$ are uniform. Then $\partial G/\partial x=0$, and Eq.~\eqref{eq:korhonen} becomes $\partial\sigma/\partial t=\kappa\,\partial^2\sigma/\partial x^2$. The current has disappeared.

\textbf{A.} It has disappeared from the interior, where a uniform wind force brings as many atoms into each slice as it removes. It remains at the end. Blocking means $J(0,t)=0$, and by Eq.~\eqref{eq:flux}
\begin{equation}
\left.\frac{\partial\sigma}{\partial x}\right|_{x=0}=-G .
\label{eq:blocked}
\end{equation}
The slice next to the end loses atoms on one side and receives none on the other. That is where the tension begins.

For the remaining data, let the initial stress be a uniform $\sigma_0$, and let the current be switched on at $t=0$ and then held constant. For the present the line extends to $x\to\infty$, where the stress stays at $\sigma_0$. We also take $\kappa$ constant.

\textbf{Q.} The condition at the end fixes a slope, not a value. Must I guess a solution?

\textbf{A.} No. Use the total driving gradient as the unknown:
\begin{equation}
w=\frac{\partial\sigma}{\partial x}+G,\qquad J=\frac{D}{k_BT}\,w .
\end{equation}
Equation~\eqref{eq:korhonen} reads $\partial\sigma/\partial t=\kappa\,\partial w/\partial x$. Differentiate it with respect to $x$; since $G$ is constant in time, the left side becomes $\partial w/\partial t$. Thus
\begin{equation}
\frac{\partial w}{\partial t}=\kappa\frac{\partial^2w}{\partial x^2},\qquad
w(0,t)=0,\qquad w(x,0)=G\quad(x>0).
\label{eq:wproblem}
\end{equation}

\textbf{Q.} These conditions disagree at the corner $x=0$, $t=0$.

\textbf{A.} The disagreement expresses the sudden switching of the current. The initial value holds at interior points, and diffusion smooths the jump at any later time. To solve the problem, take the kernel
\begin{equation}
K(s,t)=\frac{e^{-s^2/4\kappa t}}{\sqrt{4\pi\kappa t}} .
\end{equation}
Its derivatives are
\begin{equation}
\frac{\partial K}{\partial t}=\left(\frac{s^2}{4\kappa t^2}-\frac1{2t}\right)K,
\qquad
\frac{\partial^2K}{\partial s^2}=\left(\frac{s^2}{4\kappa^2t^2}-\frac1{2\kappa t}\right)K ,
\end{equation}
so it obeys the diffusion equation. It has unit area and shrinks to a point as $t\to0$. A superposition of such kernels, weighted by initial values, therefore reproduces those values and evolves correctly.

Extend the initial values to negative $x$ as $-G$. An odd function stays odd under diffusion, so $w(0,t)=0$ is assured. This gives
\begin{equation}
w(x,t)=G\int_0^\infty\left[K(x-y,t)-K(x+y,t)\right]dy .
\end{equation}
Let $z=x/(2\sqrt{\kappa t})$. In the first term put $u=(y-x)/(2\sqrt{\kappa t})$, and in the second $u=(y+x)/(2\sqrt{\kappa t})$. Then
\begin{align}
w&=\frac{G}{\sqrt\pi}\left[\int_{-z}^{\infty}e^{-u^2}du-\int_z^\infty e^{-u^2}du\right]\notag\\
&=\frac{G}{\sqrt\pi}\int_{-z}^{z}e^{-u^2}du=G\,\mathrm{erf}\,z ,
\end{align}
where $\mathrm{erf}\,z=(2/\sqrt\pi)\int_0^z e^{-u^2}du$.

\textbf{Q.} That is a flux. I asked for a stress.

\textbf{A.} Put $\mathrm{erfc}\,z=1-\mathrm{erf}\,z$. Then
\begin{equation}
\frac{\partial\sigma}{\partial x}=w-G=-G\,\mathrm{erfc}\,z .
\label{eq:slope}
\end{equation}
Integrate from $x$ to infinity, where $\sigma=\sigma_0$. The minus sign in the slope and the minus sign from the lower limit combine to give
\begin{equation}
\sigma(x,t)-\sigma_0=G\int_x^\infty\mathrm{erfc}\!\left(\frac{x'}{2\sqrt{\kappa t}}\right)dx'
=2G\sqrt{\kappa t}\int_z^\infty\mathrm{erfc}\,u\,du .
\end{equation}
Integrate by parts, using $d(\mathrm{erfc}\,u)/du=-(2/\sqrt\pi)e^{-u^2}$:
\begin{align}
\mathrm{ierfc}\,z&\equiv\int_z^\infty\mathrm{erfc}\,u\,du
=\left[u\,\mathrm{erfc}\,u\right]_z^\infty+\frac2{\sqrt\pi}\int_z^\infty u e^{-u^2}du\notag\\
&=-z\,\mathrm{erfc}\,z+\frac{e^{-z^2}}{\sqrt\pi} .
\label{eq:ierfc}
\end{align}
The upper boundary term vanishes because $\mathrm{erfc}\,u$ falls faster than any power of $u$. Since $2\sqrt{\kappa t}\,z=x$, the profile is
\begin{equation}
\sigma-\sigma_0=G\left[2\sqrt{\frac{\kappa t}{\pi}}\,e^{-x^2/4\kappa t}
-x\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{\kappa t}}\right)\right].
\label{eq:profile}
\end{equation}

\textbf{Q.} You differentiated the original equation before solving it. You may have solved only the differentiated one.

\textbf{A.} Substitute the profile into the original equation. With $\partial z/\partial t=-z/(2t)$, the time derivative of Eq.~\eqref{eq:profile} is
\begin{equation}
\frac{\partial\sigma}{\partial t}=G e^{-z^2}\left[\sqrt{\frac{\kappa}{\pi t}}
+\frac{x^2}{2\sqrt\pi\,t\sqrt{\kappa t}}-\frac{x^2}{2\sqrt\pi\,t\sqrt{\kappa t}}\right]
=G\sqrt{\frac{\kappa}{\pi t}}\,e^{-z^2}.
\label{eq:rate}
\end{equation}
The first two terms come from the square root and the exponential, the third from $\mathrm{erfc}$. On the other side, differentiating Eq.~\eqref{eq:slope} gives
\begin{equation}
\kappa\frac{\partial^2\sigma}{\partial x^2}
=\kappa G\,\frac{2}{\sqrt\pi}e^{-z^2}\frac1{2\sqrt{\kappa t}}
=G\sqrt{\frac{\kappa}{\pi t}}\,e^{-z^2}.
\end{equation}
The two agree. At $x=0$ the slope is $-G$, as Eq.~\eqref{eq:blocked} requires, and for fixed $x>0$ the stress rise vanishes as $t\to0$.

\textbf{Q.} Can the profile account for the atoms that have gone?

\textbf{A.} Yes. Integrate $\partial\sigma/\partial t=\kappa\,\partial w/\partial x$ over the line. Since $w$ is zero at the blocked end and $G$ far away,
\begin{equation}
\frac{d}{dt}\int_0^\infty(\sigma-\sigma_0)\,dx=\kappa G,
\qquad
\int_0^\infty(\sigma-\sigma_0)\,dx=\kappa Gt .
\label{eq:balance}
\end{equation}
Dividing by $B\Omega$ turns stress into missing atoms per unit cross-section:
\begin{equation}
\frac{\kappa Gt}{B\Omega}=\frac{DF}{\Omega k_BT}\,t .
\end{equation}
This is the undisturbed drift flux multiplied by the time. Atoms leave the disturbed region at the rate set by the distant metal, and none enter through the end.

\textbf{Q.} Then the number lost is proportional to $jt$, just as I said at the start.

\textbf{A.} It is, but the loss is spread over a depth of order $\sqrt{\kappa t}$, which does not depend on $j$. The stress at the end must therefore scale as $jt/\sqrt t=j\sqrt t$. Setting $x=0$ in Eq.~\eqref{eq:profile} supplies the factor:
\begin{equation}
\sigma(0,t)-\sigma_0=2G\sqrt{\frac{\kappa t}{\pi}} .
\label{eq:end}
\end{equation}

In a long line with a blocked cathode end, the number of atoms lost grows as $jt$, but the loss spreads over a depth of order $\sqrt{\kappa t}$, so the tension at the end rises as $j\sqrt t$. It remains to turn this rise into a void nucleation time and to find when the resulting dependence on current fails, in particular in a line of finite length.
